\section*{Energy Scale of Tunnelling Through a Parabolic Depletion Barrier}

A calculation of an interface delivers a barrier height $\phi_b$; a contact model must turn it into a current. The decision is which energy divides $\phi_b$ in the exponent. Thermionic emission over the barrier divides it by $kT$. If electrons tunnel through the depletion layer, the divisor is larger, and an error in $\phi_b$ costs less. The choice depends on the ratio of $kT$ to an energy $E_{00}$ fixed by doping, permittivity and tunnelling mass.

\section{Setting and result}

A metal touches an n-type semiconductor. The assumptions are:
\begin{enumerate}
\item The donors are ionised, with uniform density $N$, and the depletion layer of width $W$ contains no mobile electrons. The permittivity is $\varepsilon$, and the image force is omitted.
\item The band is parabolic, with mass $m$ along the interface normal, also inside the gap. Momentum parallel to the interface is conserved, and a principal axis of the valley lies along the normal.
\item The transmission is $T(E)=e^{-G(E)}$ below the barrier top, with $G$ the WKB exponent, and $T=1$ above it.
\end{enumerate}
Here $E$ is the energy of motion along the normal, measured from the bulk conduction-band edge. The band edge rises by the band bending $E_b$ between the bulk and the metal. The charge $q$ is positive. The thermally averaged transmission is
\begin{equation}
I=\int_0^\infty T(E)\,e^{-E/kT}\,\frac{dE}{kT}. \label{I}
\end{equation}

\begin{theorem}
Under these assumptions:

(i) The WKB exponent at the bulk band edge is
\begin{equation}
G(0)=\frac{E_b}{E_{00}},\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} . \label{E00}
\end{equation}

(ii) Let $\theta=E_{00}/kT$. For $E_b\to\infty$ at fixed $N,m,\varepsilon,T$,
\begin{equation}
I\simeq\sqrt{2\pi}\,\frac{\sigma}{kT}\,e^{-E_b/E_0},\qquad
E_0=E_{00}\coth\theta, \label{E0}
\end{equation}
with $\sigma^2=2E_{00}E_b\tanh\theta/\cosh^2\theta$.
\end{theorem}

The square root covers the whole quotient: $E_{00}$ grows as $\sqrt N$ and falls as $1/\sqrt{m\varepsilon}$. It does not contain the barrier height.

\section{The barrier and its exponent}

\begin{lemma}
With $s$ the distance from the depletion edge towards the metal, the band edge is $E_c=as^2$, where $a=q^2N/(2\varepsilon)$ and $W^2=E_b/a$.
\end{lemma}
\begin{proof}
Poisson's equation for the electrostatic potential $\varphi$ is $\varphi''=-qN/\varepsilon$. An electron has potential energy $-q\varphi$, so $E_c''=q^2N/\varepsilon$. At $s=0$ the field vanishes and the edge has its bulk value, hence $E_c'=E_c=0$ there. Two integrations give $E_c=q^2Ns^2/(2\varepsilon)$. Setting $E_c(W)=E_b$ gives $W$.
\end{proof}

\begin{lemma}
For $E=uE_b$ with $0<u<1$,
\begin{align}
G&=\frac{E_b}{E_{00}}\left[\sqrt{1-u}-u\,\mathrm{arcosh}\frac1{\sqrt u}\right], \label{G}\\
\frac{dG}{dE}&=-\frac1{E_{00}}\,\mathrm{arcosh}\frac1{\sqrt u}. \label{dG}
\end{align}
\end{lemma}
\begin{proof}
The wave decays at the rate $\kappa=\sqrt{2m(E_c-E)}/\hbar$, and the probability carries twice the exponent of the amplitude. With the turning point $s_0=\sqrt{E/a}=\sqrt u\,W$,
\begin{equation}
G=2\int_{s_0}^{W}\kappa\,ds
=\frac{2\sqrt{2ma}}{\hbar}\int_{s_0}^{W}\sqrt{s^2-s_0^2}\,ds .
\end{equation}
An antiderivative is $\tfrac12[s\sqrt{s^2-s_0^2}-s_0^2\,\mathrm{arcosh}(s/s_0)]$, since its derivative is
\[
\frac12\left[\sqrt{s^2-s_0^2}+\frac{s^2-s_0^2}{\sqrt{s^2-s_0^2}}\right]=\sqrt{s^2-s_0^2}.
\]
It vanishes at $s_0$. At $W$, with $s_0^2=uW^2$, it gives
\[
G=\frac{\sqrt{2ma}\,W^2}{\hbar}\left[\sqrt{1-u}-u\,\mathrm{arcosh}\frac1{\sqrt u}\right].
\]
Because $W^2=E_b/a$, the prefactor is $E_b\sqrt{2m/a}/\hbar$. This equals $E_b/E_{00}$ with
\begin{equation}
E_{00}=\hbar\sqrt{\frac{a}{2m}}=\hbar\sqrt{\frac{q^2N}{4m\varepsilon}},
\end{equation}
which is the energy in (\ref{E00}).

For the derivative, $dG/dE=(1/E_b)\,dG/du$. The first term in the bracket contributes $-1/(2\sqrt{1-u})$. Since
\[
\frac{d}{du}\mathrm{arcosh}\frac1{\sqrt u}
=\frac{-\tfrac12u^{-3/2}}{\sqrt{1/u-1}}=-\frac1{2u\sqrt{1-u}},
\]
the second term contributes $-\mathrm{arcosh}(1/\sqrt u)+1/(2\sqrt{1-u})$. The square-root terms cancel.
\end{proof}

\begin{proof}[Proof of (i)]
As $u\to0$, $\mathrm{arcosh}(1/\sqrt u)$ grows only logarithmically, so its product with $u$ vanishes. The bracket in (\ref{G}) tends to one.
\end{proof}

\begin{remark}
Writing $as^2=\tfrac12m\omega^2s^2$ gives $\omega^2=q^2N/(m\varepsilon)$ and $E_{00}=\hbar\omega/2$. The barrier is one half of a harmonic potential, cut off by the metal. The frequency $\omega$ is the plasma frequency of carriers with density $N$ and mass $m$ in the medium $\varepsilon$.
\end{remark}

\section{Thermal average}

\begin{proof}[Proof of (ii)]
Below the barrier top the integrand of (\ref{I}) is $e^{-\Phi}/kT$ with $\Phi=G+E/kT$. By (\ref{dG}), $\Phi'=0$ requires
\begin{equation}
\mathrm{arcosh}\frac1{\sqrt u}=\theta,\qquad
E_m=\frac{E_b}{\cosh^2\theta}. \label{Em}
\end{equation}
Differentiating (\ref{dG}) once more gives
\[
\Phi''=\frac{1}{2E_{00}E_b\,u\sqrt{1-u}}>0,
\]
so this is the only minimum of $\Phi$. There $\sqrt{1-u}=\tanh\theta$, and with $1/kT=\theta/E_{00}$,
\begin{equation}
\Phi(E_m)=\frac{E_b}{E_{00}}\left[\tanh\theta-u\theta\right]+\frac{uE_b\theta}{E_{00}}
=\frac{E_b\tanh\theta}{E_{00}}=\frac{E_b}{E_0}.
\end{equation}
As a function of $u$, $\Phi$ is $E_b$ times a function that does not contain $E_b$. For large $E_b$ Laplace's method therefore applies: $\Phi$ may be replaced by its quadratic expansion about the interior minimum. The Gaussian integral is $\sqrt{2\pi/\Phi''}=\sqrt{2\pi}\,\sigma$, with the stated $\sigma$.

Above the top, $T=1$ contributes $e^{-E_b/kT}$. Since $\tanh\theta<\theta$, we have $E_0=kT\,\theta/\tanh\theta>kT$, and this contribution is exponentially smaller than (\ref{E0}).
\end{proof}

Raising $E$ shortens the path through the barrier but meets fewer electrons; the two exponential rates balance at $E_m$. A forward bias $V$ replaces $E_b$ by $E_b-qV$, so the logarithm of the forward flux rises with $qV$ at the rate
\begin{equation}
-\frac{d\ln I}{dE_b}\simeq\frac1{E_0}-\frac1{2E_b}. \label{slope}
\end{equation}
The second term comes from $\sigma\propto\sqrt{E_b}$.

\begin{remark}[Thermionic limit]
For $\theta\ll1$, $\coth\theta\simeq1/\theta+\theta/3$ gives $E_0\simeq kT(1+\theta^2/3)$. The Gaussian prefactor also needs the peak to lie several $\sigma$ below the top, that is $E_b\tanh^2\theta\gg\sigma$. At low doping this fails, and the integral (\ref{I}) must be evaluated directly.
\end{remark}

\begin{remark}[Field-emission limit]
For $\theta\gg1$, $E_0\to E_{00}$, but $E_m$ falls to the band edge, where the Gaussian is cut off. Such doping usually also puts the Fermi level at $\zeta>0$ above the band edge. Then $E_b=\phi_b+\zeta$, and the current flows near $E=\zeta$ if $T$ rises with energy more slowly than the Fermi tail falls:
\[
kT\,\mathrm{arcosh}\sqrt{E_b/\zeta}<E_{00}.
\]
For $\zeta\ll E_b$, insert $\sqrt{1-u}\simeq1-u/2$ and $\mathrm{arcosh}(1/\sqrt u)\simeq\tfrac12\ln(4/u)$ into (\ref{G}):
\begin{equation}
G(\zeta)\simeq\frac1{E_{00}}\left[\phi_b+\frac{\zeta}{2}-\frac{\zeta}{2}\ln\frac{4E_b}{\zeta}\right].
\end{equation}
The familiar exponent $\phi_b/E_{00}$ is the leading term for small $\zeta$.
\end{remark}

\section{From transmission to contact resistivity}

\begin{proposition}
A valley with parallel masses $m_y,m_z$ has the zero-bias conductance per area
\begin{equation}
g=\frac{q^2\sqrt{m_ym_z}}{2\pi^2\hbar^3}\int_0^\infty T(E)f(E)\,dE, \label{g}
\end{equation}
where $f$ is the Fermi function.
\end{proposition}
\begin{proof}
For each parallel momentum, velocity times $dk/2\pi$ is $dE/(2\pi\hbar)$, and spin gives a factor 2. The net current contains the difference of the two occupations. Its derivative at zero bias is $q(-\partial f/\partial E)$; the change of $T$ with bias multiplies a vanishing difference. Thus
\[
g=\frac{2q^2}{2\pi\hbar}\int dE\,T(E)\int\frac{d^2k_\parallel}{(2\pi)^2}
\left(-\frac{\partial f(E+E_\parallel)}{\partial E}\right).
\]
The ellipse of parallel energy $E_\parallel$ has area $2\pi\sqrt{m_ym_z}\,E_\parallel/\hbar^2$, hence $d^2k_\parallel/(2\pi)^2=\sqrt{m_ym_z}\,dE_\parallel/(2\pi\hbar^2)$. The integral of $-\partial f/\partial E$ over $E_\parallel$ is $f(E)$.
\end{proof}

If the Fermi level lies $\xi$ below the band edge and $f\simeq e^{-(\xi+E)/kT}$, the integral in (\ref{g}) is $kT\,e^{-\xi/kT}I$.

\section{A contact to n-type silicon}

Take rough typical parameters for a silicide on (100) silicon at 300 K: $\phi_b=0.60$ eV, $N=10^{19}$ cm$^{-3}$, $\varepsilon=11.7\,\varepsilon_0$, and valley masses $0.19$ and $0.92$ in units of the free mass $m_0$. Four of the six valleys turn their light mass to the interface, so $m=0.19\,m_0$. Then
\[
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{10^{25}\ \mathrm{m^{-3}}}{0.19\,m_0\times11.7\,\varepsilon_0}}=39.4\ \mathrm{meV}.
\]
With $kT=25.85$ meV, $\theta=1.523$ and $E_0=43.3$ meV. Neither limiting formula applies.

Filling the six valleys with $N$ electrons by Fermi--Dirac statistics puts the Fermi level $\xi=22.8$ meV below the band edge. Hence $E_b=0.600-0.023=0.577$ eV and $W=8.6$ nm. The emission peak is at $E_m=100$ meV, with $\sigma=85$ meV. Equation (\ref{E0}) gives
\[
I\simeq\sqrt{2\pi}\,\frac{84.6}{25.85}\,e^{-13.33}\simeq1.3\times10^{-5}.
\]
Numerical integration of (\ref{I}) gives $1.25\times10^{-5}$, a fraction 0.938 of the estimate. The band edge lies little more than one $\sigma$ below the peak and cuts off 12\% of the Gaussian. Above the edge the integrand is not exactly Gaussian, and its larger area makes up about half of this loss. At 4 and 16 times $E_b$, with all else fixed, the fraction is 0.988 and 0.997: the cut-off soon becomes negligible, and the relative correction of order $1/E_b$ in Laplace's method remains.

Emission over the top alone would give $e^{-E_b/kT}$, smaller than the integral by a factor of $6\times10^4$. Four valleys with $\sqrt{m_ym_z}=\sqrt{0.19\times0.92}\,m_0$ in (\ref{g}) give a contact resistivity $1/(4g)=2.8\times10^{-4}\ \Omega\,\mathrm{cm}^2$.

The inverse logarithmic slope of the integral, $(-d\ln I/dE_b)^{-1}$, is 45.2 meV. At fixed doping and temperature, an error of 0.1 eV in $\phi_b$ therefore changes the conductance by about $e^{100/45.2}\simeq9$. A thermionic formula would give $e^{100/25.85}\simeq48$.

With mass, permittivity and temperature fixed, doping moves the scales as follows.
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $E_{00}$ (meV) & $E_{00}/kT$ & $E_0$ (meV)\\
$10^{17}$ & 3.9 & 0.15 & 26.1\\
$10^{18}$ & 12.5 & 0.48 & 27.8\\
$10^{19}$ & 39.4 & 1.52 & 43.3\\
$10^{20}$ & 124.5 & 4.82 & 124.5
\end{tabular}
\end{center}
In the first row $E_0$ exceeds $kT$ by less than 1\%, so the exponent is practically thermionic; tunnelling just below the barrier top can still change the prefactor. The last belongs to field emission, where $E_0$ serves as a scale and the exponent is roughly $G(\zeta)$. The current there is spread over a range of energies comparable to $\zeta$, and the mobile electrons excluded by the first assumption thicken the barrier.

\section{What the model leaves out}

\begin{remark}[Prefactor at the metal]
The WKB exponent omits the mismatch at the metal. Let a decaying wave of amplitude $A$ reach the interface, with reflected amplitude $B$ and transmitted amplitude $t$, equal masses, and wave number $k_m$ in the metal. Continuity gives $A+B=t$ and $\kappa(B-A)=ik_mt$. Eliminating $B$ gives $2\kappa A=(\kappa-ik_m)t$. The WKB connection at the smooth turning point gives $|A|^2=e^{-G}/\kappa$ for an incident wave of squared amplitude $1/k$, whose flux is $\hbar/m$. The transmitted flux is $\hbar k_m|t|^2/m$, so
\begin{equation}
T=k_m|t|^2=\frac{4\kappa k_m}{\kappa^2+k_m^2}\,e^{-G}.
\end{equation}
For a metal band starting 8 eV below the semiconductor edge, numerical integration of the Schr\"odinger equation at $E_m$ gives $T=0.89\,e^{-G}$. In this example the prefactor matters far less than the exponent. Its value depends on the matching assumed: the factor reaches 2 when $\kappa=k_m$, and unequal masses change it.
\end{remark}

The other omissions were sized by recomputing the integral of $Tf$ numerically, with $\phi_b$, $N$ and $T$ held fixed. The image energy $-q^2/(16\pi\varepsilon d)$, at distance $d$ from the metal, lowers the top by 126 meV and multiplies the conductance by 2.4. A two-band dispersion, $\kappa^2=2mD(1-D/E_g)/\hbar^2$ with $D=E_c-E$ and gap $E_g=1.12$ eV, reduces $\kappa$ and gives a factor 3.2. This form suits a direct gap and overstates the effect in silicon. Parallel momentum is conserved, and at the parallel momentum of the light valleys the valence band lies about 4 eV below, so the true decay rate stays much closer to the parabolic one. Mobile electrons at the depletion edge cancel part of the donor charge, which flattens and thickens the barrier: factor 0.65. Fermi statistics give 0.97. All four together give 3.5, less than the product of the separate factors, so they do not act independently. In this combined model the resistivity becomes $8\times10^{-5}\ \Omega\,\mathrm{cm}^2$, and the inverse slope rises from 45 to 53 meV. These figures, like the factor 3.5, include the overstated two-band term, so they illustrate the sensitivity and are not corrected values for silicon. Reading $E_{00}$ from a measured slope with (\ref{E0}) would then overestimate it.

The two valleys with the heavy mass along the normal have $E_{00}=17.9$ meV and, in the simple model, carry $6\times10^{-4}$ of the light-valley conductance. At 400 K, $E_{00}$ is unchanged in this model, while $E_0$ rises to 48.3 meV and $E_0/kT$ falls from 1.68 to 1.40. The peak field is 1.3 MV/cm, but $E_b$ is 0.52 of the gap. An electron crossing the whole band bending at zero bias gains too little energy to create a pair, and the valence edge at the metal stays below the bulk conduction edge, so band-to-band tunnelling has no final states.

In real contacts the donors are discrete. A cube of side $W$ holds 6.45 of them on average, with a relative Poisson spread $1/\sqrt{6.45}\simeq0.39$. Raising or lowering $N$ by this fraction, at fixed $E_b$ and $\xi$, multiplies the conductance by 4.0 or 0.12. The downward change is the largest among the effects sized in this section, but it is local: a wide contact averages over such regions, although the average conductance need not equal the conductance at the mean doping. The barrier, masses and permittivity are ordinary values for silicon, but $10^{19}$ cm$^{-3}$ is light for the source and drain of a modern transistor, which are commonly doped to $10^{20}$ cm$^{-3}$ or more. The resistivity above is therefore no estimate for such a device. Gap narrowing and interface chemistry, which change $\phi_b$ itself, are not included.
